# Lead broadening and surface Green functions: decimation compared with mode matching

A transport calculation can stall in the lead before it reaches the device. Suppose the surface Green function of a contact is built by adding one lead cell at a time. For the one-band lead treated below, at an energy 0.2 eV above its band edge and with a broadening of $10^{-4}$ eV, a relative error of $10^{-9}$ takes 69640 cells. Raising the broadening cures the slowness but changes the contact. An iteration limit set without regard to the broadening can cut the lead short, and the device then sees reflections from a wall that should not exist.

The setting at issue is the small imaginary energy $\eta$ of the leads, together with the choice of lead solver, its tolerance and its step limit. Lopez Sancho–Rubio decimation reaches the same accuracy in 17 steps, because each step doubles the lead. Mode matching needs no lead length at all.

## What is being computed

The lead consists of identical cells $n=0,1,2,\dots$ of length $a$, each with $M$ orthonormal orbitals. The cell Hamiltonian is $h$, the coupling is $H_{n,n+1}=t$, and $H_{n+1,n}=t^\dagger$. This is a mean-field, one-particle description. With $z=E+i\eta$ and $\eta>0$, the retarded Green function is $G=(z-H)^{-1}$, and the surface Green function is $g=G_{00}$. If the device couples to cell 0 through the same $t$, the lead enters the device as the self-energy $\Sigma=t\,g\,t^\dagger$.

The first column of $(z-H)G=1$ reads

$$(z-h)G_{00}=1+tG_{10},\qquad (z-h)G_{n0}=t^\dagger G_{n-1,0}+tG_{n+1,0}\quad(n\ge1).$$

## Decimation doubles the lead

Suppose that after $i$ steps the remaining cells, numbered $j=0,1,2,\dots$, obey equations of the same form:

$$(z-\varepsilon^s_i)G_0=1+\alpha_iG_1,\qquad (z-\varepsilon_i)G_j=\beta_iG_{j-1}+\alpha_iG_{j+1}.$$

Initially $\varepsilon^s_0=\varepsilon_0=h$, $\alpha_0=t$, $\beta_0=t^\dagger$. Define $g_i=(z-\varepsilon_i)^{-1}$. For odd $j$, $G_j=g_i(\beta_iG_{j-1}+\alpha_iG_{j+1})$. Inserting this for both neighbours of an even $j\ge2$ gives

$$(z-\varepsilon_i)G_j=\beta_ig_i(\beta_iG_{j-2}+\alpha_iG_j)+\alpha_ig_i(\beta_iG_j+\alpha_iG_{j+2}).$$

The end cell has one neighbour:

$$(z-\varepsilon^s_i)G_0=1+\alpha_ig_i(\beta_iG_0+\alpha_iG_2).$$

Moving the terms in $G_j$ and $G_0$ to the left restores the original form, with

$$\alpha_{i+1}=\alpha_ig_i\alpha_i,\qquad \beta_{i+1}=\beta_ig_i\beta_i,$$
$$\varepsilon_{i+1}=\varepsilon_i+\alpha_ig_i\beta_i+\beta_ig_i\alpha_i,\qquad \varepsilon^s_{i+1}=\varepsilon^s_i+\alpha_ig_i\beta_i.$$

Half the cells disappear at each step, so the survivors are the original cells $0,N,2N,\dots$ with $N=2^i$. The end equation is then

$$(z-\varepsilon^s_i)G_{00}=1+\alpha_iG_{N0},$$

and its derivation used the equations of cells $0$ to $N-1$ only. Those equations also hold in a finite lead of $N$ cells, provided $G_{N0}=0$. Therefore

$$(z-\varepsilon^s_i)^{-1}=G^{(N)}_{00},\qquad N=2^i,$$

the end-cell Green function of a lead with a hard wall at cell $N$. Stopping after $i$ steps means simulating a contact of exactly $2^i$ cells. Direct inversion of leads of 2 to 32 cells, for a generic complex $h$ and $t$, confirms this to a relative deviation of $1.5\times10^{-15}$.

The same argument with walls on both sides shows that $g_i$ is the middle block of the Green function of $2N-1$ cells. It exists for $\eta>0$: the anti-Hermitian part of $(z-H)^{-1}$ is negative definite, hence so is that of any diagonal block, which is therefore invertible.

## Mode matching finds the infinite lead directly

All cells beyond cell $n$ form another copy of the lead, driven only through $t^\dagger G_{n0}$. Hence

$$G_{n+1,0}=g\,t^\dagger G_{n0}=FG_{n0},\qquad F=g\,t^\dagger,\qquad G_{n0}=F^ng.$$

The end equation becomes $(z-h-tF)g=1$, or $g^{-1}=z-h-tF$. Since $H$ is Hermitian, $\|(z-H)^{-1}\|\le1/\eta$, so the squared norms of $F^ngu$ have a finite sum over $n$ for every vector $u$. Thus $F^n\to0$, and every eigenvalue of $F$ lies inside the unit circle.

A lead mode $\psi_n=\lambda^nu$ satisfies $L(\lambda)u=0$ with

$$L(\lambda)=\lambda(z-h)-t^\dagger-\lambda^2t.$$

Substituting $z-h=g^{-1}+tF$ and $t^\dagger=g^{-1}F$ gives

$$L=\lambda g^{-1}+\lambda tF-g^{-1}F-\lambda^2t=(g^{-1}-\lambda t)(\lambda-F).$$

The eigenvalues of $F$ are therefore $M$ mode factors inside the circle. There are no others. On $|\lambda|=1$, $L/\lambda=z-(h+\lambda t+\lambda^*t^\dagger)$ is a complex number minus a Hermitian matrix, so $\det L\neq0$ and the number of roots inside cannot change as $\eta$ grows. For large $\eta$, $\det L\approx(z\lambda)^M$ on the circle, which by Rouché's theorem means $M$ roots inside.

With the vector $(u,\lambda u)$ the quadratic problem becomes a generalised eigenvalue problem, $Ax=\lambda Bx$:

$$A=\begin{pmatrix}0&1\\-t^\dagger&z-h\end{pmatrix},\qquad B=\begin{pmatrix}1&0\\0&t\end{pmatrix}.$$

From $(z-h-tF)F=g^{-1}F=t^\dagger$ follows $-t^\dagger+(z-h)F=tF^2$, and so

$$A\begin{pmatrix}1\\F\end{pmatrix}=B\begin{pmatrix}1\\F\end{pmatrix}F.$$

The columns of $(1,F)^T$ span the subspace belonging to the decaying modes. An ordered QZ decomposition returns a basis $(Z_{11},Z_{21})^T$ of that subspace, and $F=Z_{21}Z_{11}^{-1}$. Neither $t^{-1}$ nor a full set of eigenvectors is needed. This matters when $t$ is singular, because some $\lambda$ are then zero and others infinite.

**Working at $\eta=0$.** Open channels now have $|\lambda|=1$, and the outgoing ones must be selected by velocity. With $\lambda=e^{ika}$ and normalised $u$, differentiating $E=u^\dagger(h+\lambda t+\lambda^{-1}t^\dagger)u$ gives

$$\frac{\hbar v}{a}=\frac{dE}{d(ka)}=u^\dagger(i\lambda t-i\lambda^{-1}t^\dagger)u=-2\,\mathrm{Im}(\lambda u^\dagger tu).$$

The derivatives of $u$ drop out because $u$ is a normalised eigenvector. Modes with $v>0$ are kept. If several modes share one $\lambda$, the velocity matrix must first be diagonalised among them. At a band edge $v=0$ and this rule does not decide.

## How long the lead must be

Let $\bar F$ be the transfer matrix of the mirrored lead, obtained by exchanging $t$ and $t^\dagger$. In a finite lead the first column is an outgoing wave plus a wave returned by the wall:

$$\psi_n=F^n\mathcal A+\bar F^{N-n}\mathcal B.$$

The relation $(z-h)F=t^\dagger+tF^2$ and its mirror image $(z-h)\bar F=t+t^\dagger\bar F^2$ ensure that both parts satisfy the interior equations. The wall condition $\psi_N=0$ gives $\mathcal B=-F^N\mathcal A$. At cell 0,

$$1=(z-h)\psi_0-t\psi_1=(z-h-tF)\mathcal A+\left[(z-h)\bar F^N-t\bar F^{N-1}\right]\mathcal B=g^{-1}\mathcal A+t^\dagger\bar F^{N+1}\mathcal B.$$

Multiplying by $g$ and inserting $\mathcal B$ yields $(1-F\bar F^{N+1}F^N)\mathcal A=g$. Since $G^{(N)}_{00}=\psi_0$,

$$G^{(N)}_{00}=(1-\bar F^NF^N)(1-F\bar F^{N+1}F^N)^{-1}g.$$

The inverse certainly exists for large $N$, where $F^N\to0$. To leading order in the returned wave,

$$G^{(N)}_{00}-g\approx-(1-F\bar F)\bar F^NF^Ng.$$

The error falls at least as fast as $(\rho\bar\rho)^N$, apart from prefactors, where $\rho$ and $\bar\rho$ are the largest eigenvalue moduli of $F$ and $\bar F$. Doubling $N$ squares this factor.

For an open channel away from its band edge, $E\to E+i\eta$ shifts $ka$ by $i\eta a/\hbar v$ to first order, so

$$|\lambda|\approx e^{-\eta a/\hbar v}.$$

Among the open channels the largest modulus belongs to the fastest, which travels furthest before it is damped. It is the largest of all modes only when $\eta a/\hbar v_{\max}$ is smaller than the decay per cell of every other mode. A wide band at or near its edge can decay more slowly than a slow open channel, and then that band sets the length. If the fastest channel governs and the largest speeds are equal in both directions, a relative error $\delta$ is ensured, up to prefactors, by

$$N\approx\frac{\hbar v_{\max}}{2a\eta}\ln\frac1\delta,\qquad i\approx\log_2N.$$

Equal speeds are guaranteed for real $h$ and $t$, because then $L(\lambda)^T=\lambda^2L(1/\lambda)$ and the mode factors come in pairs $\lambda,1/\lambda$. Physically, a pulse returns from the wall after a time $2Na/v$, with its amplitude reduced by $e^{-\eta(2Na/v)/\hbar}$. Adding single cells costs a number of steps proportional to $1/\eta$; decimation costs its logarithm.

## Band, edge and gap in a one-band lead

Take an effective-mass chain with mass $0.25\,m_e$ and $a=0.5$ nm. Then $\tau=\hbar^2/2ma^2=0.6096$ eV, $h=2\tau$, $t=-\tau$ and $E=2\tau(1-\cos ka)$.

A practical stopping rule is $\|\alpha_i\|\|\beta_i\|<\delta\|t\|^2$, since the next change of $\varepsilon^s$ is $\alpha_ig_i\beta_i$. For the chain, $\alpha_i$ follows from the wave $\psi_n=\psi_N\sin(nka)/\sin(Nka)$, which vanishes at cell 0: the term $t\psi_1$ equals $\alpha_i\psi_N$, so $\alpha_i=\beta_i=-\tau\sin ka/\sin Nka$. Once the wave is well damped, $|\sin Nka|\approx\frac12e^{N\,\mathrm{Im}\,ka}$, and the rule is met at

$$N\approx\frac{\ln(4|\sin ka|^2/\delta)}{2\,\mathrm{Im}\,ka}.$$

Use $\delta=10^{-12}$.

**In the band**, at $E=0.2$ eV, $ka=0.5809$ and $\hbar v/a=2\tau\sin ka=0.6691$ eV. For $\eta=10^{-3}$ eV, $\mathrm{Im}\,ka=10^{-3}/0.6691=1.495\times10^{-3}$ and $4\sin^2ka=1.205$. Hence $N=27.82/(2.989\times10^{-3})\approx9306$ and $\log_2N=13.18$, so 14 steps are needed, as found. Lowering $\eta$ to $10^{-5}$ and $10^{-7}$ eV gives 20 and 27 steps.

**At the band edge**, $E=0$, the velocity vanishes and the previous law fails. Now $i\eta\approx\tau(ka)^2$, so $ka\approx\sqrt{\eta/\tau}\,(1+i)/\sqrt2$ and $\mathrm{Im}\,ka=\sqrt{\eta/2\tau}$. The steps grow roughly as $\frac12\log_2(1/\eta)$: 9, 12 and 15 for the same three values. The prefactor $4|\sin ka|^2\approx4\eta/\tau$ also shrinks, which lowers the count slightly further. Between the first and last values $\log_2N$ rises by 5.89, compared with 6.64 from the square root alone. The estimate requires $4\eta/\tau\gg\delta$.

As $\eta\to0$ this slower growth survives only if no other channel is open, because $\eta a/\hbar v$ eventually falls below $\sqrt{\eta/2\tau}$. For two uncoupled chains at $\eta=10^{-5}$ eV, one at its edge and one in its band, the count is 20, the same as for the band chain alone.

**In the gap**, at $E=-0.2$ eV, the wave decays without any broadening: $\cosh\kappa a=1+0.2/2\tau$ gives $\kappa a=0.565$ and $N\approx25$. All three values of $\eta$ take 5 steps.

## A lead with several channels and singular coupling

The second lead is a honeycomb ribbon with zigzag edges, four chains wide, with hopping 3 eV and a transverse potential running from $-0.1$ to $0.1$ eV. It has $M=8$, while $t$ has rank 4. At $E=3.5$ eV four channels are open, with $\hbar v/a=0.861$, 1.737, 1.851 and 2.444 eV. The damping of the modes of $F$ at $\eta=10^{-6}$ eV reproduces all four values.

For $\eta=10^{-4}$ eV the fastest channel gives

$$N\approx\frac{2.444}{2\times10^{-4}}\times27.63\approx3.38\times10^5,\qquad\log_2N\approx18.37,$$

and decimation takes 19 steps. From $\eta=10^{-2}$ to $10^{-8}$ eV the count rises from 12 to 32, by 20, against $\log_210^6=19.93$. At $10^{-6}$ eV the estimate is 25.01 but 25 steps suffice; an estimate without prefactors cannot settle so close a case. The two solvers agree to a relative difference of at most $4.4\times10^{-14}$ at the four broadenings.

## Choosing the settings

**Broadening.** Convergence of the decimation does not remove the effect of $\eta$: it converges to $g(E+i\eta)$, not to $g(E)$. Away from band edges, and away from the energies of states bound to the end of the lead, where $g$ has a pole, $g$ is smooth in energy and the shift is proportional to $\eta$ when $\eta$ is small. The size of the shift depends on how the lead is cut. For the ribbon, cut so that $t$ links the second site of every chain to the first site of the same chain in the next cell, it is $1.28\times10^{-3}$ of $g(E)$ at $10^{-3}$ eV and $1.28\times10^{-4}$ at $10^{-4}$ eV. At the chain's edge $g=-\lambda/\tau$ and $\lambda\approx1+ika$, so the relative shift is about $\sqrt{\eta/\tau}$, or 4% at $10^{-3}$ eV. Choose $\eta$ from the shift you can accept, and check it near band edges and bound end states separately. A tenfold reduction costs only about $\log_210=3.3$ more steps in a band.

**Tolerance and step limit.** With an open channel away from its band edge, or well inside a gap and away from the energies of states bound to the ends of the lead, $N$ is roughly proportional to $\ln(1/\delta)$, so tightening $\delta$ from $10^{-6}$ to $10^{-12}$ about doubles $N$ and costs about one step. At an isolated band edge with small $\eta$ it can cost several steps. For the chain, $|\alpha_i|\approx\tau/N$ there as long as $N|ka|\ll1$, so a loose rule can be met before the wave is damped. There is little reason for a loose tolerance. When a channel is open, set the step limit a few steps above $\log_2[\hbar v_{\max}\ln(1/\delta)/2a\eta]$. If the open channels are slow and another band lies near its edge, replace $a\eta/\hbar v_{\max}$ by the smallest decay per cell among all modes. At an isolated band edge, closer to it than about $\eta$, or in a gap, this formula does not apply; for the chain, the limit found inside the band is more than enough in both cases. If the limit is reached, the result belongs to a finite lead and should not be used as a contact.

**Unlucky energies.** Decimation inverts $z-\varepsilon_i$, which is nearly singular when $E$ coincides with a level of an eliminated segment. The centre of the chain's band, $E=h$, shows the damage. There $g_0=1/i\eta$, and the first step gives

$$z-\varepsilon_1=i\left(\eta+\frac{2\tau^2}{\eta}\right).$$

The damping survives only as the fraction $\eta^2/2\tau^2$ of this sum. For $\eta=10^{-6}\tau$ that is $5\times10^{-13}$, while double precision rounds at about $10^{-16}$, so the fraction is uncertain by up to about $2\times10^{-4}$ of itself. To see how this reaches $g$, write $\lambda^2=-e^{-2q}$. The doubled lattice fixes $q$ through $\cosh2q=1+\eta^2/2\tau^2$, so $q\approx\eta/2\tau$ carries half that relative uncertainty. The end equation, with $\alpha_1=-i\tau^2/\eta$, gives

$$g^{-1}=z-\varepsilon^s_1-\alpha_1\lambda^2=i\eta+\frac{i\tau^2}{\eta}\left(1-e^{-2q}\right)\approx\frac{2i\tau^2q}{\eta}=i\tau,$$

which is proportional to $q$. An error of order $10^{-4}$ is therefore possible. The largest relative error found for the three values $\eta/\tau=1.0\times10^{-6}$, $1.3\times10^{-6}$ and $1.7\times10^{-6}$ is $8.1\times10^{-5}$, against $5.8\times10^{-14}$ at $E=0.2$ eV. A smaller $\eta$ makes this worse. If one energy point stands out from its neighbours, recompute it by mode matching, or move it by an energy much larger than $\eta$, but still small on the scale on which $g$ varies, and compare. A move of only about $\eta$ leaves $z-\varepsilon_i$ nearly singular.

**Solver.** One decimation step costs an inversion and six products of $M\times M$ matrices. Mode matching costs one ordered QZ decomposition of size $2M$, independent of $\eta$. For a ribbon with $M=40$ at $\eta=10^{-6}$ eV, decimation took 26 steps and 11 ms, and mode matching 19 ms. These are timings of one implementation on one machine, not a general ranking. The relative difference was $8.5\times10^{-10}$, larger than for the narrow ribbon; which solver contributes more was not determined.

Decimation is a sound default for many energies at finite $\eta$. Mode matching is preferable when channels must be resolved, when $\eta=0$ is wanted, or as an independent check. Near a band edge it needs care too, because the incoming and outgoing factors approach each other on the unit circle and become hard to separate.

The numerical output below lists the remaining values.

## Calculated quantities

```
generic lead: worst rel. deviation, 2^i cells (i=1..5): 1.5e-15
generic lead: worst rel. deviation, wall formula: 4.7e-15
chain: mass 0.25 m_e, spacing 0.5 nm, hopping tau = 0.60960 eV
chain g at E=0.2, eta=0.05 eV: -1.269775 -0.841187i 1/eV
chain at E=0.2 eV: ka = 0.58092, hbar*v/a = 0.66909 eV
chain at E=-0.2 eV: decay per cell kappa*a = 0.56523
steps until |alpha*beta| < 1e-12 tau^2 (predicted length N):
  band E= 0.2 eV eta=1e-03 eV: 14 steps, N=9306, log2 N=13.18
  band E= 0.2 eV eta=1e-05 eV: 20 steps, N=9.306e+05, log2 N=19.83
  band E= 0.2 eV eta=1e-07 eV: 27 steps, N=9.306e+07, log2 N=26.47
  edge E= 0.0 eV eta=1e-03 eV:  9 steps, N=394.6, log2 N=8.62
  edge E= 0.0 eV eta=1e-05 eV: 12 steps, N=3142, log2 N=11.62
  edge E= 0.0 eV eta=1e-07 eV: 15 steps, N=2.338e+04, log2 N=14.51
  gap  E=-0.2 eV eta=1e-03 eV:  5 steps, N=24.75, log2 N=4.63
  gap  E=-0.2 eV eta=1e-05 eV:  5 steps, N=24.75, log2 N=4.63
  gap  E=-0.2 eV eta=1e-07 eV:  5 steps, N=24.75, log2 N=4.63
two chains, one at edge, one in band, eta=1e-05 eV: 20 steps (edge alone 12, band alone 20)
rel. error 1e-09, eta=1e-03 eV: 6964 single-cell steps (law 6964), 13 doublings
rel. error 1e-09, eta=1e-04 eV: 69640 single-cell steps (law 69640), 17 doublings
decimation rel. error, eta = (1 to 1.7)e-6 tau, E=0.2 eV: 5.8e-14
decimation rel. error, eta = (1 to 1.7)e-6 tau, band centre: 8.1e-05
ribbon: M=8, rank of t=4, E=3.5 eV, open channels=4
ribbon hbar*v/a (eV): 0.8605 1.7366 1.8505 2.4440
  eta=1e-02 eV: 12 steps, log2 N=11.72, decimation vs modes 7.4e-15
  eta=1e-04 eV: 19 steps, log2 N=18.37, decimation vs modes 2.8e-14
  hbar*v/a from damping of F (eV): 0.8605 1.7366 1.8505 2.4440
  eta=1e-06 eV: 25 steps, log2 N=25.01, decimation vs modes 3.2e-14
  eta=1e-08 eV: 32 steps, log2 N=31.65, decimation vs modes 4.4e-14
ribbon: rel. shift of g from eta=0 at eta=1e-03 eV: 1.282e-03
ribbon: rel. shift of g from eta=0 at eta=1e-04 eV: 1.283e-04
ribbon: surface-cell density of states at eta=0: 0.88241 1/eV
wide ribbon M=40, eta=1e-6 eV: 26 steps, rel. difference 8.5e-10
  best time of 3, decimation: 11.2 ms
  best time of 3, mode matching: 19.2 ms
```
